# The Nucleation Barrier of a Wulff-Shaped Crystal Nucleus

When an amorphous bit in a phase-change memory crystallises by forming new nuclei, an estimate of its speed needs a nucleation barrier, and a choice must be made about the interface. One can replace the faceted nucleus by a sphere with an average interface energy, or one can keep the facets. Once the interface energies are known, the second choice costs little, because the barrier is one third of the surface energy of the critical nucleus, whatever the anisotropy. In the strongly faceted example below, a sphere with the area-weighted mean energy of the facets gives a barrier 23 % below the faceted value, a difference of several $k_BT$ in the exponent of the rate. The sign of the error depends on which average is taken, and its size on how strongly the interface is faceted.

Let a convex crystal nucleus $K$ form inside a uniform amorphous phase at fixed temperature. Its energy relative to the untransformed material is taken as
$$
\Delta G(K)=F(K)-gV(K),\qquad F(K)=\int_{\partial K}\gamma(\mathbf n)\,dA .
$$
Here $V$ is the volume, $\mathbf n$ the outward unit normal, and $g>0$ the free energy gained per unit volume crystallised. The interface energy $\gamma(\mathbf n)>0$ is a continuous function of orientation and does not depend on the size of the nucleus. Edges and corners carry no energy of their own, and elastic strain is left out for now. This is the capillarity model, and the result belongs to it.

Part of the result follows from scaling alone. Enlarge a fixed shape by a factor $\lambda$. Every orientation keeps its $\gamma$, areas grow as $\lambda^2$ and volumes as $\lambda^3$, so
$$
\Delta G(\lambda)=\lambda^2F-\lambda^3gV,\qquad
\frac{d\Delta G}{d\lambda}=2\lambda F-3\lambda^2gV .
$$
If $F$ and $V$ belong to the size at the maximum, the derivative vanishes at $\lambda=1$. Then $gV=\tfrac23F$, and the energy there is $F-\tfrac23F=\tfrac13F$. Two thirds of the surface cost has been repaid by the volume. At $\lambda$ times this size,
$$
\frac{\Delta G(\lambda)}{\lambda^2F}=1-\lambda\frac{gV}{F}=1-\frac{2\lambda}{3},
$$
which is $2/3$ at half the critical size and zero at one and a half times it. The one-third is a property of the critical size, not of a nucleus of arbitrary size.

This argument holds for any shape, including a bad one. A cube has a maximum equal to one third of its own surface energy, but the system need not climb it if another shape offers a lower pass. What remains to be proved is that the lowest pass belongs to the Wulff shape.

The Wulff body is
$$
W=\{\mathbf x:\ \mathbf x\cdot\mathbf n\le\gamma(\mathbf n)\ \text{for all }\mathbf n\}.
$$
Its lengths are measured in units of interface energy; multiplication by a factor turns it into a real crystal. We take the case in which $W$ is a polyhedron. Each facet present then lies at distance $\gamma_i$ from the origin. To see this, take a point $\mathbf x$ in the interior of facet $i$. Since $\mathbf x$ is on the boundary of $W$ and $\gamma$ is continuous, at least one of the defining inequalities is an equality there, for some normal $\mathbf n$. The corresponding plane touches $W$ at $\mathbf x$ without cutting it. In the interior of a facet the only such plane is that of the facet itself, so $\mathbf n=\mathbf n_i$ and the distance is $\gamma_i$. Orientations that are too expensive are simply absent.

Divide $W$ into pyramids with their tips at the origin and the facets, of area $A_i$, as their bases. Each has volume $\gamma_iA_i/3$, so
$$
V(W)=\frac13\sum_i\gamma_iA_i=\frac13F(W),\qquad F(W)=3V(W).
$$

We now show that for every convex $K$
$$
F(K)\ \ge\ 3\,V(K)^{2/3}\,V(W)^{1/3}.
$$
The proof sends each interior point $(x_1,x_2,x_3)$ of $K$ to a point $\mathbf T$ of $W$ by matching fractions. Choose $T_1(x_1)$ so that the part of $W$ with first coordinate below $T_1$ is the same fraction of $V(W)$ as the part of $K$ below $x_1$ is of $V(K)$. Next take the plane sections at $x_1$ and $T_1$, and choose $T_2(x_1,x_2)$ by matching fractions of their areas. Finally choose $T_3$ by matching fractions of length along the remaining line. Let $a_K,a_W$ be the section areas and $\ell_K,\ell_W$ the line lengths at corresponding points. Differentiating the three matching conditions gives
$$
\frac{a_K}{V(K)}=\frac{a_W}{V(W)}\frac{\partial T_1}{\partial x_1},\quad
\frac{\ell_K}{a_K}=\frac{\ell_W}{a_W}\frac{\partial T_2}{\partial x_2},\quad
\frac1{\ell_K}=\frac1{\ell_W}\frac{\partial T_3}{\partial x_3}.
$$
All three derivatives are positive. In their product the areas and lengths cancel:
$$
\frac{\partial T_1}{\partial x_1}\frac{\partial T_2}{\partial x_2}\frac{\partial T_3}{\partial x_3}=\frac{V(W)}{V(K)} .
$$
The arithmetic mean of three positive numbers is at least their geometric mean, hence
$$
\nabla\cdot\mathbf T\ \ge\ 3\left[\frac{V(W)}{V(K)}\right]^{1/3}.
$$

Integrate this over a copy $K_t$ of $K$, shrunk by a factor $t<1$ about an interior point. Inside a convex body the section areas and lengths are continuous and positive, so each $T_k$ is continuous and has a continuous derivative along its own axis. Integrating $\partial T_k/\partial x_k$ along lines parallel to axis $k$ leaves the difference of $T_k$ between exit and entry, and summing over lines and over $k$ gives the surface integral of $\mathbf T\cdot\mathbf n$. Because $\mathbf T$ lies in $W$, the definition of $W$ says $\mathbf T\cdot\mathbf n\le\gamma(\mathbf n)$. Therefore
$$
3\left[\frac{V(W)}{V(K)}\right]^{1/3}t^3V(K)\le\int_{\partial K_t}\mathbf T\cdot\mathbf n\,dA\le t^2F(K),
$$
and $t\to1$ gives the inequality. For $K=\mu W$ both sides equal $3\mu^2V(W)$, so the Wulff shape attains the minimum at its volume.

A small case shows the links of this chain. Let $K$ be the tetrahedron $x,y,z\ge0$, $x+y+z\le1$, of volume $1/6$, and let $W$ be the unit cube $0\le x,y,z\le1$. Matching fractions gives
$$
T_1=1-(1-x)^3,\quad T_2=1-\Big(1-\frac{y}{1-x}\Big)^2,\quad T_3=\frac{z}{1-x-y}.
$$
The integrals of the three diagonal derivatives over $K$ are $3/10$, $1/3$ and $1/2$, with sum 1.1333. The lower bound is $3(1/6)^{2/3}=0.9086$. For the surface energy, use the largest value of $\mathbf x\cdot\mathbf n$ on the cube as $\gamma(\mathbf n)$. The slanted face has area $\sqrt3/2$ and $\gamma=\sqrt3$, which gives 1.5. The other three faces have $\gamma=0$, a limiting case that the inequality allows. The order $0.9086\le1.1333\le1.5$ is as required.

The barrier now follows. At volume $V$ no convex nucleus has an energy below
$$
\psi(V)=3V(W)^{1/3}V^{2/3}-gV,
$$
and the Wulff shape has this energy. Setting $d\psi/dV=2V(W)^{1/3}V^{-1/3}-g=0$ gives
$$
V^*=\frac{8V(W)}{g^3},\qquad h_i^*=\frac{2\gamma_i}{g},
$$
where $h_i^*$ is the distance of facet $i$ from the centre; the linear magnification of $W$ is $2/g$. The surface energy is then $F^*=(2/g)^2\,3V(W)=12V(W)/g^2$, and the volume term is $gV^*=8V(W)/g^2$. Their difference is
$$
\boxed{\ \Delta G^*=\frac{4V(W)}{g^2}=\frac{F^*}{3}=\frac{gV^*}{2}\ }
$$

This is the lowest pass. A crystal with negative $\Delta G$ must have $\psi(V)<0$, which requires a volume larger than $V^*$. A nucleus that grows continuously from nothing to such a crystal therefore passes through $V^*$, where its energy is at least $\psi(V^*)=\Delta G^*$. The sequence of growing Wulff shapes never rises above that value. For an isotropic interface $W$ is a sphere of radius $\gamma$, and $4V(W)/g^2$ becomes the familiar $16\pi\gamma^3/(3g^2)$.

The critical nucleus is also stationary against moving one facet alone. The difference $F-3V(W)^{1/3}V^{2/3}$ is never negative and vanishes at the Wulff shape, so its first derivatives vanish there. Hence $dF=2V(W)^{1/3}V^{-1/3}dV$, which at $V^*$ is $g\,dV$, and $d\Delta G=0$ for every small facet displacement.

For numbers, take round parameters in the range of a phase-change cell during a crystallising pulse: $\gamma_{100}=0.40$ and $\gamma_{111}=0.36$ eV/nm², $g=0.80$ eV/nm³ and $T=700$ K, where $k_BT=0.0603$ eV. They are rough and represent no particular alloy. Other orientations are assumed too expensive to appear. This is a strong assumption: it needs $\gamma_{110}\ge0.441$ eV/nm² and, toward the corners of the nucleus, up to 0.458 eV/nm². With $\gamma_{110}=0.38$ eV/nm² the barrier found below would fall from 1.74 to 1.61 eV. The critical distances are $h_{100}=2(0.40)/0.80=1.00$ nm and $h_{111}=2(0.36)/0.80=0.90$ nm.

The eight {111} planes form the octahedron $|x|+|y|+|z|\le s$ with $s=\sqrt3\,h_{111}=1.559$ nm. The {100} planes cut off its six corners to a depth $c=s-h_{100}=0.559$ nm. Each removed pyramid has a square base of area $2c^2$ and height $c$. The octahedron has volume $4s^3/3$, so
$$
V^*=\frac{4s^3}{3}-6\cdot\frac{2c^3}{3}=\frac{4s^3}{3}-4c^3=4.35\ \text{nm}^3 .
$$
A {100} facet has area $2c^2=0.625$ nm². A face of the full octahedron is an equilateral triangle of side $\sqrt2s$ and area $\sqrt3s^2/2$, and it loses a similar triangle at each of its three corners. This leaves $\tfrac{\sqrt3}{2}(s^2-3c^2)=1.293$ nm². The surface energy is
$$
F^*=6(0.40)(0.625)+8(0.36)(1.293)=1.50+3.72=5.22\ \text{eV}.
$$
One third of this is $\Delta G^*=1.74$ eV, or $28.9\,k_BT$. The volume term gives the same value by a separate route: $gV^*/2=0.80\times4.35/2=1.74$ eV. In the space of the 14 facet distances, the computed curvatures of the energy at this point show one falling direction, three flat ones and ten rising ones. The falling direction is very nearly uniform growth or shrinkage, and the flat ones are rigid translations.

Other shapes cost more. If only {100} facets are allowed, $W$ is a cube of edge $2\gamma_{100}$, and $4V(W)/g^2=32\gamma_{100}^3/g^2=3.20$ eV. With {111} alone, $V(W)=4\sqrt3\,\gamma_{111}^3$ and the barrier is 2.02 eV. Each is one third of its own critical surface energy, and both lie above 1.74 eV.

A sphere with the area-weighted mean energy errs in the other direction. Let $A$ be the area of the critical nucleus and $\bar\gamma=F^*/A=0.371$ eV/nm² its area-weighted mean interface energy. From $gV^*=\tfrac23F^*$ we have $g=2\bar\gamma A/(3V^*)$, so
$$
\frac{\Delta G_{\rm sphere}}{\Delta G^*}
=\frac{16\pi\bar\gamma^3}{3g^2}\cdot\frac{3}{\bar\gamma A}
=\frac{16\pi\bar\gamma^2}{g^2A}
=\frac{36\pi V^{*2}}{A^3}.
$$
The inequality proved above, applied with $\gamma=1$, reads $A\ge3V^{2/3}(4\pi/3)^{1/3}$, or $A^3\ge36\pi V^2$. The sphere with this mean therefore never overestimates the barrier within the model. Here it gives 1.33 eV, which is 0.41 eV too low. Another average can err the other way. Averaged over all orientations, with each absent one given the lowest energy that keeps it absent, $\gamma$ is 0.435 eV/nm², and that sphere gives 2.16 eV, 24 % too high. The size of the error comes mainly from the excluded orientations. For the smooth $\gamma=0.34+0.06(n_x^4+n_y^4+n_z^4)$ eV/nm², which has the same $\gamma_{100}$ and $\gamma_{111}$, the barrier is 1.37 eV and both spheres lie within 2 % of it.

Some omitted effects keep the one-third and others break it. Consider first a flat wall, such as an electrode. The contact facet replaces wall–amorphous interface by wall–crystal interface, so it carries the difference of those two energies, $\gamma_w$. Suppose $0<\gamma_w<\gamma_{100}$, with the contact facet parallel to (001) and no energy assigned to the contact line. The proof then applies with $\gamma_w$ as the energy of that facet, because a free facet of the same orientation costs more. The barrier is one third of the net surface energy, and since it equals $gV^*/2$, it falls in proportion to the critical volume. For $\gamma_w=0.10$ eV/nm² it is 1.21 eV, or 0.69 of the free value.

Strain energy proportional to volume also keeps the ratio, since it only replaces $g$ by $g-e_s$. To size $e_s$, treat the nucleus as a sphere of radius $R$ and bulk modulus $B$ that would change its volume by a fraction $\epsilon$ if free, in a matrix of shear modulus $\mu$. Let the interface move by $wR$. The decaying radial displacement in equilibrium is $wR^3/r^2$, with principal strains $-2wR^3/r^3$ and twice $wR^3/r^3$. They sum to zero, so the energy density is $\mu$ times the sum of their squares, $6\mu w^2R^6/r^6$. Integrated over the matrix and divided by the nucleus volume, this is $6\mu w^2$. With $q=3w$ the total per nucleus volume is
$$
\tfrac12B(\epsilon-q)^2+\tfrac12kq^2,\qquad k=\tfrac43\mu .
$$
The minimum is at $q=B\epsilon/(B+k)$, which gives $e_s=\tfrac12\epsilon^2Bk/(B+k)$. Rough values $B=40$ GPa, $\mu=15$ GPa and $\epsilon=0.06$ yield $e_s=0.15$ eV/nm³. The barrier rises by $[g/(g-e_s)]^2$ to 2.64 eV if no flow relaxes the strain. At 700 K the matrix is typically a supercooled liquid, and a viscosity of 1 Pa s gives a relaxation time $\eta/\mu\approx7\times10^{-11}$ s, so this value is an upper limit. If the strain energy per volume depends on shape but not on size, the optimum shape can change, but the scaling argument still gives one third of the surface energy at the pass.

Edge energy breaks the law. With energy $\kappa$ per length and total edge length $L$, a fixed shape has $\Delta G(\lambda)=\lambda^2F+\lambda\kappa L-\lambda^3gV$. At the maximum, taken as $\lambda=1$, $3gV=2F+\kappa L$, and
$$
\Delta G=F+\kappa L-\frac{2F+\kappa L}{3}=\frac F3+\frac{2\kappa L}{3}.
$$
In the example the critical nucleus found without edge energy has 26.5 nm of edge. A rough $\kappa=0.02$ eV/nm raises the barrier to 2.28 eV, by 31 %, and the ratio to surface energy becomes 0.40. The facet proportions were held fixed, so for this $\kappa$ the value is an upper bound on the lowest pass. Since $F^*$ scales as $1/g^2$ and $L$ as $1/g$, edges matter more, relative to the surface, as the driving force grows.

In a real phase-change cell it is doubtful that a nucleus this small has bulk facet energies. At a rough 30 atoms per nm³ the critical nucleus holds about 130 atoms, and its facets are only a few atomic layers from its centre. Moving all planes outward together, or all inward together, by half a layer, 0.15 nm, from their critical positions changes the energy by up to 0.15 eV, without counting the cost of steps. Moving some planes outward and others inward can change it more. The chosen edge energy shifts the barrier by 0.54 eV, which is $9\,k_BT$, or a factor of several thousand in the Boltzmann factor. The wall energy chosen above lowers the barrier by 0.54 eV; both shifts depend on the rough inputs. Temperature matters too: if $g$ is proportional to the undercooling below a rough melting point of 900 K, heating by 10 K lowers $g$ to 0.76 eV/nm³ and raises the barrier to 1.93 eV. The value 1.74 eV is thus a result of the capillarity model for these inputs, not a prediction for a device. The numerical output lists the values behind these comparisons.

For a calculation in which the capillarity model is accepted, the facet energies and $g$ fix the planes at $2\gamma_i/g$, and the sum of $\gamma_iA_i$ over the resulting polyhedron, divided by three, is the barrier, provided every orientation cheap enough to appear has been included; leaving one out overestimates the barrier. If edge energies or size-dependent facet energies are added, the lowest pass has to be found afresh, over shape as well as size, because one third of the surface energy is then no longer the height of the pass.

## Calculated quantities

```
interface energy of {100}: 0.40 eV/nm^2
interface energy of {111}: 0.36 eV/nm^2
driving free energy g: 0.80 eV/nm^3
temperature: 700 K; kT: 0.0603 eV
critical distance of {100}: 1.0000 nm
critical distance of {111}: 0.9000 nm
octahedron half-diagonal s: 1.5588 nm; cut depth c: 0.5588 nm
area of one {100} facet: 0.6246 nm^2
area of one {111} facet: 1.2930 nm^2
critical volume: 4.3525 nm^3
surface energy of all {100} facets: 1.4991 eV
surface energy of all {111} facets: 3.7240 eV
total surface energy: 5.2230 eV
volume energy gained, g*V: 3.4820 eV
barrier (numerical maximum): 1.7410 eV = 28.9 kT
barrier / surface energy: 0.333333
volume of Wulff body with distance = gamma: 0.27856 (eV/nm^2)^3
energy / surface energy at 0.5 x critical size: 0.6667
energy / surface energy at 1.0 x critical size: 0.3333
energy / surface energy at 1.5 x critical size: 0.0000
12 random anisotropies, largest |ratio - 1/3|: 1.0e-08
absent facets in those 12 shapes, of 312: 33
low-symmetry case, barrier by free shape search: 1.82093 eV
low-symmetry case, barrier of Wulff shape: 1.82093 eV
300 random bodies, smallest F / lower bound: 1.02983
tetrahedron to cube, lower bound: 0.9086
tetrahedron to cube, integral of divergence: 1.1333
tetrahedron to cube, surface energy: 1.5000
saddle modes falling / flat / rising: 1 / 3 / 10
barrier of cube: 3.2000 eV
barrier of octahedron: 2.0203 eV
area-weighted mean interface energy: 0.3706 eV/nm^2
barrier of sphere with that mean: 1.3330 eV
total edge length: 26.454 nm
edge energy (rough): 0.02 eV/nm
barrier with edge energy: 2.2831 eV
barrier / surface energy with edge energy: 0.3978
bulk, shear modulus (rough): 40, 15 GPa
volume misfit (rough): 0.06
unrelaxed strain energy: 0.1498 eV/nm^3
barrier with strain: 2.6356 eV
net wall facet energy (rough): 0.10 eV/nm^2
barrier at wall: 1.2054 eV
barrier at wall / free barrier: 0.6923
atoms in nucleus at 30 per nm^3 (rough): 131
atomic layer thickness (rough): 0.30 nm
energy change for planes half a layer off: 0.1505 eV
melting temperature (rough): 900 K
g at 10 K higher temperature: 0.760 eV/nm^3
barrier at 10 K higher temperature: 1.9291 eV
```
